# Rejection-free Monte Carlo for nitride dissolution, checked against the master equation

When a nitride strip is planned by simulation, someone must decide how long the wafer stays in the bath after the film has cleared. Too short a time leaves nitride residues; too long a time consumes the oxide. The decision rests on the simulated seconds, and on whether a film's etch rate and selectivity may be applied to a residue of a few cells. Here the residue is small enough for its mean dissolution time to be computed without sampling, so the simulated clock can be judged.

## The model and its first naive clock

Let the solid be a set $S$ of occupied cells on a simple cubic lattice, each standing for one silicon atom with its share of nitrogen. A cell has $n$ remaining face contacts, and an inert support below the bottom layer counts as one contact. Write $\theta$ for Boltzmann's constant times the temperature. In atomic units $\hbar=1$, so the attempt rate $\theta/h$ is $\theta/2\pi$, and the removal rate is

$$k_n=\frac{\theta}{2\pi}\,e^{-(E_0+n\varepsilon)/\theta},\qquad n=0,\dots,5 .$$

A cell with $n=6$ is out of the acid's reach: $k_6=0$. Removal is irreversible, and the rates depend on the present configuration alone, so the process is Markovian.

The example is a residue of $3\times2\times2$ cells at 433 K, where $\theta=0.03731$ eV and the attempt rate is $9.02\times10^{12}$ s$^{-1}$. The round parameters $E_0=0.97$ eV and $\varepsilon=0.05$ eV are effective barriers of a model. For $n=3$ the barrier is $0.97+3(0.05)=1.12$ eV, which gives $k_3=0.831$ s$^{-1}$. The other rates, in s$^{-1}$, are $k_0=46.3$, $k_1=12.1$, $k_2=3.17$, $k_4=0.217$ and $k_5=0.0570$.

A tempting shortcut draws one exponential lifetime per cell from its initial coordination and takes the longest. Two cells of the residue start with five contacts. The first of these two would leave after a mean time $1/(2k_5)$ and the other after a further $1/k_5$, so the shortcut's mean is at least

$$\frac{3}{2k_5}=\frac{1.5}{0.05695}\ \text{s}=26.3\ \text{s}.$$

For all twelve cells it gives 27.7 s. The correct mean, derived below, is 1.46 s. The shortcut fails because each removal lowers the coordination of the neighbours and speeds them up. The rates must be updated after every event.

## The second naive scheme: correct, but wasteful

Updating can be done by rejection. Pick one of the $N$ original cells at random. If it is still occupied, with current rate $k_i$, remove it with probability $k_i/k_0$. Each trial advances the clock by an exponential time of mean $1/(Nk_0)$. The rate at which cell $i$ leaves is then $Nk_0\cdot(1/N)\cdot(k_i/k_0)=k_i$, as required.

With $K(S)=\sum_{i\in S}k_i(S)$, a trial succeeds with probability $K/(Nk_0)$, so a configuration costs $Nk_0/K$ trials on average. Its mean duration is $1/K$. Summing over the configurations visited gives

$$\langle m\rangle=Nk_0\,T=12\times46.27\times1.463=812$$

trials for mean dissolution time $T$, to accomplish twelve removals. A simulation of 1000 such runs gave 822. To judge the difference, note that for given $m$ the elapsed time is a sum of $m$ independent exponentials, so

$$\operatorname{Var}(t)=\frac{\operatorname{Var}(m)+\langle m\rangle}{(Nk_0)^2}.$$

With the standard deviation of $t$ found below, 0.527 s, that of $m$ is about 291. The standard error over 1000 runs is thus 9.2 trials, and the difference is about one standard error.

## Removing the rejections

Between events the rates are constant. The probability that nothing has happened after a wait $\tau$ is $e^{-K\tau}$, and cell $i$ then leaves during $d\tau$ with probability $k_i\,d\tau$. The joint density of the wait and the departing cell is

$$k_i e^{-K\tau}=\left(Ke^{-K\tau}\right)\left(\frac{k_i}{K}\right).$$

It factorizes, so the two can be drawn independently. If $r$ is uniform on $(0,1)$, then $\tau=-\ln r/K$ has the right law, since $\tau>t$ means $r<e^{-Kt}$, which has probability $e^{-Kt}$.

Searching all cells for $i$ would make each event slower as the solid grows. Cells with equal $n$ have equal rates, however. Let $N_n$ be their number. Choosing a class with probability $N_nk_n/K$ and then a uniform member gives each cell

$$\frac{N_nk_n}{K}\,\frac1{N_n}=\frac{k_n}{K}.$$

The algorithm is therefore:

1. Keep one list of cells for each $n$, and store each cell's position in its list.
2. Form $K=\sum_{n=0}^5N_nk_n$ and advance the clock by $-\ln r/K$.
3. Choose a class, then a member, and remove it.
4. Move each occupied neighbour from list $n$ to list $n-1$, and repeat until the solid is empty.

To delete a list entry, put the last entry in its place and correct one stored position. An event touches six class weights and at most six neighbours, so its number of operations does not grow with the solid.

Initially the residue has $N_3=4$, $N_4=6$ and $N_5=2$, so

$$K=4(0.8306)+6(0.2175)+2(0.0570)=4.74\ \text{s}^{-1}.$$

The mean first wait is 0.211 s, and a three-contact cell goes first with probability $3.322/4.741=0.70$.

## The mean time without sampling

The probability $P(S,t)$ of finding configuration $S$ obeys the master equation

$$\frac{dP(S)}{dt}=\sum_{i\notin S}k_i(S\cup i)P(S\cup i)-K(S)P(S),$$

where $i$ runs over the emptied cells of the original residue. The first term is arrival by loss of $i$; the second is departure. These are the rates the algorithm samples, so its histories have this equation's probabilities, apart from finite number precision and the quality of the random numbers. A finite number of runs adds statistical error, but there is no time-step error.

Let $T(S)$ be the mean time to dissolve $S$. The first wait has mean $1/K$, and the process then restarts from $S\setminus i$ with probability $k_i/K$:

$$T(S)=\frac{1+\sum_{i\in S}k_i(S)\,T(S\setminus i)}{K(S)},\qquad T(\varnothing)=0. \tag{1}$$

Every term on the right belongs to a smaller set, so the $2^{12}=4096$ configurations are solved in order of size. Two cases can be followed by hand. If all rates equal $k$, a set of $m$ cells has $K=mk$, and $T=k^{-1}\sum_{m=1}^{N}1/m$. For two touching cells with no other contact,

$$T=\frac1{2k_1}+\frac1{k_0}=0.0413+0.0216=0.0629\ \text{s}.$$

For the second moment $M(S)$, write the total time as $\tau+t'$, with $t'$ the time remaining after the first event. The wait is independent of which cell leaves, and $\langle\tau^2\rangle=2/K^2$. Hence

$$M(S)=\frac2{K^2}+\frac2K\sum_i\frac{k_i}{K}T(S\setminus i)+\sum_i\frac{k_i}{K}M(S\setminus i).$$

By (1) the first sum is $T(S)-1/K$. The $2/K^2$ terms cancel, leaving

$$M(S)=\frac{2T(S)+\sum_i k_i M(S\setminus i)}{K(S)} .$$

The variance is $M-T^2$.

A forward calculation reaches $T$ by another road. Let $u(S)=\int_0^\infty P(S,t)\,dt$ be the mean time spent in $S$. Integrating the master equation for nonempty $S$, with $P(S,\infty)=0$, gives

$$K(S)u(S)-\sum_{i\notin S}k_i(S\cup i)u(S\cup i)=P(S,0). \tag{2}$$

The time before complete dissolution is the time spent in nonempty sets, so $T=\sum_{S\ne\varnothing}u(S)$.

For the full residue, (1) and (2), with the rate matrix of (2) assembled separately from cell coordinates, both give 1.462841 s. The rejection-free simulation gives $1.4636\pm0.0037$ s from 20,000 runs, the uncertainty being one standard error. The standard deviation of the dissolution time is 0.527 s from the recursion and 0.526 s from the runs. The distribution was also tested at one time: at $t=T$ the master equation leaves nitride with probability 0.444, and the runs give 0.443.

## A quieter clock, and what it loses

If the mean alone is wanted, each random wait can be replaced by $1/K$. Given the sequence of configurations, the waits are independent with means $1/K_j$ and variances $1/K_j^2$. Splitting the variance into its part between sequences and its part within them gives

$$\operatorname{Var}(t)=\operatorname{Var}\Big(\sum_j\frac1{K_j}\Big)+\Big\langle\sum_j\frac1{K_j^2}\Big\rangle .$$

The replacement keeps the mean and deletes the last term. For the residue the standard deviation falls from 0.527 to 0.234 s, so the same precision needs $(0.527/0.234)^2\approx5.1$ times fewer runs. The price is a false distribution, so this clock must not be used to find how many residues survive a given etch.

That question needs more than the mean, because 44% of such residues remain at $t=T$. A safe limit follows from the variance $\sigma^2$. For positive $a$ and $b$,

$$\Pr(t-T\ge a)\le\frac{\langle(t-T+b)^2\rangle}{(a+b)^2}=\frac{\sigma^2+b^2}{(a+b)^2}.$$

Choosing $b=\sigma^2/a$ reduces the right side to $\sigma^2/(\sigma^2+a^2)$. It equals 0.01 at $a=\sqrt{99}\,\sigma=5.2$ s. In this model at most 1% of such residues survive $1.5+5.2=6.7$ s. This is a loose upper bound: the master equation itself gives 1% survival at about 3.0 s and about $10^{-7}$ at 6.7 s.

## Which coordination sets the time?

The slowest cells need not control the total. Rearranging (1) gives

$$\sum_{i\in S}k_i(S)\,[T(S)-T(S\setminus i)]=1. \tag{3}$$

Let $D_n(S)$ be the sum of the brackets over cells with $n$ contacts. Changing $k_n$ by $\delta k_n$ in (3) gives

$$\sum_i k_i[\delta T(S)-\delta T(S\setminus i)]=-\delta k_n D_n(S).$$

Multiply by $u(S)$ and sum over $S$. Collecting the coefficient of each $\delta T(S)$ reproduces the left side of (2), which is one for the initial configuration and zero otherwise. Thus $\delta T=-\delta k_n\sum_S u(S)D_n(S)$, and the fractional control is

$$w_n=-\frac{\partial\ln T}{\partial\ln k_n}=\frac{k_n}{T}\sum_S u(S)D_n(S).$$

By (3), $\sum_nk_nD_n=1$, and therefore $\sum_nw_n=1$.

The weights are also non-negative, provided that rates do not rise with coordination. To see this, run two clusters $A\subseteq B$ together. A common cell has no more contacts in $A$, so $k_i(A)\ge k_i(B)$. Remove it from both at rate $k_i(B)$, and from $A$ alone at the excess rate $k_i(A)-k_i(B)$. Remove cells present in $B$ alone at their own rates. Each cluster then has its correct rates, $A$ stays inside $B$, and $A$ empties no later. Hence $T(S\setminus i)\le T(S)$ and $D_n\ge0$.

The weights for $n=1$ to 5 are 0.077, 0.302, 0.461, 0.140 and 0.019; that for $n=0$ is negligible. Five-contact cells are slowest but hardly matter. The chance that a given one leaves while it still has five contacts is at most $k_5T=0.057\times1.46=0.083$. Usually it loses a neighbour first.

The weights also give the temperature dependence. With $\beta=1/\theta$, $d\ln k_n/d\beta=-(\theta+E_0+n\varepsilon)$, so

$$E_{\rm app}=\frac{d\ln T}{d\beta}=\sum_nw_n(E_0+n\varepsilon)+\theta .$$

The weighted mean coordination is 2.72. Therefore $E_{\rm app}=0.970+0.05(2.72)+0.037=1.143$ eV, and a numerical temperature derivative agrees to the printed digits.

## Selectivity is not one number

Give oxide the same geometry, with rates $k_n^{\rm ox}=\rho_nk_n$. Because the brackets in (3) are non-negative, inserting oxide rates while keeping the nitride time $T$ gives

$$\rho_{\min}\le\sum_i k_i^{\rm ox}[T(S)-T(S\setminus i)]\le\rho_{\max}.$$

Set $g=T-\rho_{\min}T_{\rm ox}$. The oxide version of (3) gives $\sum_i k_i^{\rm ox}[g(S)-g(S\setminus i)]\ge0$. Starting from $g(\varnothing)=0$ and adding cells, each $g(S)$ is at least a weighted mean of earlier non-negative values, so $g\ge0$. The same argument applied to $\rho_{\max}T_{\rm ox}-T$ gives

$$\frac1{\rho_{\max}}\le\frac{T_{\rm ox}}T\le\frac1{\rho_{\min}} .$$

If $\rho_n$ is the same for every $n$, the bounds meet and shape does not matter. Otherwise it can.

Take $E_0=1.07$ eV and $\varepsilon=0.06$ eV for oxide. The nitride-to-oxide rate ratio then rises from 14.6 at $n=0$ to 55.7 at $n=5$. The oxide cluster takes 44.6 s, a selectivity of $44.6/1.463=30.5$ at equal cell count.

For films, the same algorithm was run on 40 layers with periodic sides of 24 cells, timing the interval between removal of 12 and 28 layers' worth of cells. Nitride recedes at 0.334 layers/s and oxide at 0.00751 layers/s, a ratio of 44.5. Sides of 12 cells change the speeds by $+1.0\%$ and $-1.3\%$, and the later half of the interval differs from the earlier by less than 0.5%. Each speed carries a sampling error of about one percent, so neither a size effect nor a drift is resolved. Longer runs and sides of 48 cells give 0.338 to 0.339 and 0.0075 to 0.0076 layers/s, a ratio of 44.8, so the third digit of these values is not significant. The film ratio lies above the four-contact value of 42.6, which suggests that five-contact terrace cells carry more control there. Changing $k_5$ alone in nitride films with sides of 12 cells confirms it: the five-contact weight is a little under one half, against 0.019 in the residue.

The film speed misjudges the residue too. Two layers at 0.334 layers/s would take 6.0 s, four times the residue's 1.46 s. The residue starts with exposed corners, whereas most exposed cells of a steadily receding film have four or five contacts. For this shape and these barriers the film estimate is on the safe side for clearing nitride, though it should not be read as the residue's lifetime.

## Beside a real bath

Hot phosphoric acid near this temperature removes nitride at roughly several nm/min and oxide far more slowly, with selectivities often in the tens. Cell edges from rough densities of 3.0 g/cm$^3$ for nitride and 2.2 g/cm$^3$ for oxide are 0.296 and 0.357 nm. The model film rates are then $0.334\times0.296\times60=5.9$ nm/min and 0.16 nm/min, a thickness selectivity of 37. The barriers were chosen to reach this regime, so the agreement is no prediction. Real nitride is a network in which nitrogen joins three silicon atoms, and water content and dissolved silica alter the rates. A common barrier error of 0.01 eV alone changes the times by a factor $e^{0.01/0.0373}=1.31$.

Several omissions can be sized for the residue, each taken separately:

- **Redeposition.** A dissolving film releases $J=0.334/(0.296\ \text{nm})^2$ silicon atoms per second and unit area. Across an assumed 50 µm layer with diffusion coefficient $3\times10^{-10}$ m$^2$/s, the concentration rise is $J$ times thickness over diffusion coefficient, or 19 ppm by mass in acid of density 1600 kg/m$^3$. This takes the bulk acid as free of silicon and the film around the residue as still dissolving; once that film has cleared, an isolated residue raises the concentration far less. Against an assumed limit of 100 ppm, the saturation ratio is 0.19. Removing a three-contact kink cell can recreate the same kink, so at saturation attachment must balance dissolution at rate $k_3$ per site. Taking attachment as proportional to concentration, the estimate uses $0.19k_3$ per empty site touching nitride, within the original box. The mean time rises by 4.7%. If cells may also attach to the residue's outer faces, including those beside it on the support, the rise is 13 to 14%. A silicon-loaded bath would have a higher ratio, and real deposits are silica rather than nitride.
- **Lost fragments.** Letting pieces cut off from the support drift away at once shortens the time by 0.08%.
- **Amorphous disorder.** Independent Gaussian barrier shifts of standard deviation 0.04 eV, with the mean barrier fixed, multiply the mean time by $1.35\pm0.03$ over 300 samples (a much larger sample settles at 1.31).
- **Bath temperature.** To first order 1 K changes the time by $-(1.143/0.0373)/433=-7.1\%$; full recalculation gives $-6.8\%$.
- **Proton tunnelling.** If a parabolic barrier top with mode energy 0.12 eV governs removal, then $x=0.12/0.0373=3.22$. Let $y$ be the energy measured from the barrier top, in units of $\theta$. The parabola transmits a fraction $1/(1+e^{-2\pi y/x})$, whereas classical motion passes only for $y>0$. With the thermal weight $e^{-y}$ the classical integral is one, so the rate is multiplied by the integral below; its lower limit may be taken to $-\infty$ because the integrand is negligible far below the top:
$$\int_{-\infty}^{\infty}\frac{e^{-y}\,dy}{1+e^{-2\pi y/x}}=\frac{x/2}{\sin(x/2)}=1.61,$$
by the substitution $s=e^{-2\pi y/x}$ and $\int_0^\infty s^{a-1}/(1+s)\,ds=\pi/\sin\pi a$ with $a=x/2\pi<1$. A common factor of 1.61 in all nitride rates would shorten 1.46 s to 0.91 s. Barriers fitted to measured rates would already absorb it at the fitting temperature.

The sampling error of the simulated mean is 0.25%, well below the disorder, tunnelling and barrier uncertainties. More runs would not make the over-etch time more reliable; better barriers would. The numerical output below gives the remaining digits.

## Values computed for the example and the checks

```
Temperature: 433 K; kT: 0.03731 eV
Nitride E0, eps: 0.97, 0.05 eV
Oxide E0, eps: 1.07, 0.06 eV
Attempt rate kT/h: 9.0223e+12 1/s
n=0: nitride 46.26802 1/s, oxide 3.172195 1/s, ratio 14.59, control 0.0004
n=1: nitride 12.11491 1/s, oxide 0.635341 1/s, ratio 19.07, control 0.0771
n=2: nitride 3.17219 1/s, oxide 0.127249 1/s, ratio 24.93, control 0.3023
n=3: nitride 0.83061 1/s, oxide 0.025486 1/s, ratio 32.59, control 0.4607
n=4: nitride 0.21749 1/s, oxide 0.005104 1/s, ratio 42.61, control 0.1401
n=5: nitride 0.05695 1/s, oxide 0.001022 1/s, ratio 55.70, control 0.0193
Cluster: 3 x 2 x 2 cells; states: 4096
Initial contacts, cell by cell: [4, 5, 4, 4, 5, 4, 3, 4, 3, 3, 4, 3]
Initial total rate K: 4.7413 1/s
Unsupported dimer mean time: 0.06288 s
Mean time, recursion: 1.462841 s
Mean time, forward generator: 1.462841 s
Mean time, KMC: 1.4636 +- 0.0037 s (20000 runs)
Mean time, KMC with 1/K clock: 1.4638 +- 0.0017 s
Standard deviation, exact: 0.5271 s
Standard deviation, KMC: 0.5260 s
Standard deviation, 1/K clock, exact: 0.2338 s
Variance gain of 1/K clock: 5.08
Survival at mean time, exact: 0.4442; KMC: 0.4433
Mean time with frozen coordination: 27.7473 s
Null-event trials, exact: 812.2; simulated: 822.0
Rejection-free events: 12
Apparent activation energy: 1.1434 eV
Same, temperature difference: 1.1434 eV
Oxide cluster mean time: 44.610 s
Cluster selectivity (time ratio): 30.50
Film selectivity (cell layers): 44.50
Film selectivity (thickness): 36.91
Cell edge: nitride 0.2958 nm, oxide 0.3566 nm
Film speed: nitride 0.3342, oxide 0.00751 layers/s
Film etch rate: nitride 5.93, oxide 0.161 nm/min
Film shift, side 12 vs 24: 0.96 % nitride, -1.32 % oxide
Film drift, late vs early: -0.44 % nitride, -0.27 % oxide
Boundary layer: 50 um; diffusion: 3.0e-10 m2/s
Acid density: 1600 kg/m3; Si limit: 100 ppm by mass
Si at surface: 18.6 ppm by mass; saturation ratio: 0.186
Time change, redeposition: 4.66 %
Time change, fragments lost: -0.081 %
Barrier disorder: 0.04 eV; mean-time factor: 1.347 +- 0.031
Time change, bath 1 K hotter: -6.82 %
Barrier mode: 0.12 eV; tunnelling rate factor: 1.609
```
